# How a rhombohedral distortion splits the 111 powder line but not 200, part 2

A cube whose three edges keep a common length \(a\) but enclose a common angle \(\alpha\) near \(90^\circ\) becomes a rhombohedral cell. Its 111 X-ray powder line splits, while 200 stays single. The question here is when a diffractometer shows two 111 maxima.

Planes keep their cubic indices \(h,k,l\); a bar denotes a minus sign. Write \(c=\cos\alpha\) and \(n=h+k+l\). Spacings are \(d\), and \(d_0=a/\sqrt3\) is the cubic 111 spacing. The two normals \(\pm(111)\) give the weak component, and the six of type \(11\bar1\) the strong one:

\[
d_{111}=a\sqrt{\frac{1+2c}{3}}. \tag{10}
\]

\[
d_{11\bar1}=a\sqrt{\frac{(1-c)(1+2c)}{3+5c}}. \tag{11}
\]

To first order, their relative changes from \(d_0\) are \(c\) and \(-c/3\). The six 200 normals share one spacing, which changes only at order \(c^2\). The ratio \(r=d_{111}/d_{11\bar1}\) obeys

\[
r^2=\frac{3+5c}{3(1-c)}
=1+\frac{8c}{3(1-c)},
\qquad
r=1+\frac{4c}{3}+O(c^2). \tag{19}
\]

\[
\cos\alpha=c=\frac{3(r^2-1)}{5+3r^2}. \tag{20}
\]

With wavelength \(\lambda\) and Bragg angle \(\theta\) (\(\theta_0\) for cubic 111), Bragg's law is \(\lambda=2d\sin\theta\). The detector angle is \(2\theta\), and the component separation, in radians, is

\[
\Delta=2\theta_{11\bar1}-2\theta_{111}
\simeq2\tan\theta_0\left(c+\frac c3\right)
=\frac83c\tan\theta_0, \tag{23}
\]

For a randomly oriented powder, the integrated intensities \(I\) satisfy

\[
\frac{I_{111}}{I_{11\bar1}}
=\frac26\,
\frac{|F_{111}|^2}{|F_{11\bar1}|^2}\,
\frac{P(\theta_{111})}{P(\theta_{11\bar1})}. \tag{24}
\]

Here \(F\) is the structure factor, the sum of the waves scattered by the atoms of one cell, and \(P\) is the angular factor

\[
P(\theta)=\frac{1+\cos^2 2\theta}{\sin^2\theta\cos\theta}. \tag{25}
\]

Equal structure factors and slowly varying \(P\) give the ideal ratio \(1/3\), or weights 1 and 3.

The final numerical output also lists earlier checks: among 34 cubic families, only type \(h00\) stayed unsplit; a tetragonal cell splits 200 but not 111; and random sampling of orientations tested the 2:6 count.

### The width set by finite grain size

Consider \(N\) equally spaced planes with total thickness \(L=Nd\). Waves from neighbouring planes differ in path by \(2d\sin\theta\), and hence in phase by \(\phi=4\pi d\sin\theta/\lambda\). Their intensity is a squared geometric sum:

\[
\left|\sum_{j=0}^{N-1}e^{ij\phi}\right|^2
=\frac{\sin^2(N\phi/2)}{\sin^2(\phi/2)}. \tag{26}
\]

Near the Bragg angle, put \(\phi=2\pi+\psi\) with small \(\psi\). For large \(N\), the right side becomes \(N^2(\sin X/X)^2\), where \(X=N\psi/2\). Half the maximum occurs at \(X=x\), with

\[
\frac{\sin x}{x}=\frac1{\sqrt2},\qquad x=1.39156. \tag{27}
\]

A change \(\delta\theta\) gives \(\psi=4\pi d\cos\theta\,\delta\theta/\lambda\), and therefore \(X=2\pi L\cos\theta\,\delta\theta/\lambda\). The two half-height points are separated by \(2\delta\theta\) in \(\theta\) and by \(4\delta\theta\) in \(2\theta\). The full width at half height is thus

\[
w=\frac{K\lambda}{L\cos\theta},\qquad
K=\frac{2x}{\pi}=0.8859, \tag{28}
\]

again in radians. The constant belongs to plane stacks of one thickness. Other grain shapes and distributions of thickness change it.

### When two maxima appear

Take two Gaussian lines of equal width with the ideal weights 1 and 3. This is a model profile, chosen with the full width of (28). Measure angle in units of the Gaussian standard deviation \(\sigma\). Put the weak line at zero and the strong line at \(D>0\). At a point \(u\), let \(v=D-u\). The profile and its first two derivatives are

\[
\begin{aligned}
y&=e^{-u^2/2}+3e^{-v^2/2},\\
y'&=-u e^{-u^2/2}+3v e^{-v^2/2},\\
y''&=(u^2-1)e^{-u^2/2}+3(v^2-1)e^{-v^2/2}.
\end{aligned} \tag{29}
\]

The sign of the second term in \(y'\) follows from \(dv/du=-1\). Outside the interval between the centres both Gaussians slope in the same direction, so every maximum lies between them. As \(D\) grows from zero, a second maximum is born together with a minimum, where \(y'=y''=0\). The first condition gives \(u e^{-u^2/2}=3v e^{-v^2/2}\). Dividing the second by this equality yields

\[
\frac{u^2-1}{u}=-\frac{v^2-1}{v}
\quad\Longrightarrow\quad
u+v=\frac1u+\frac1v=\frac{u+v}{uv}. \tag{30}
\]

Thus \(uv=1\). Substitute \(v=1/u\) into \(y'=0\) and take logarithms:

\[
2\ln u+\frac12\left(\frac1{u^2}-u^2\right)=\ln3. \tag{31}
\]

The derivative of the left side is \(-(1-u^2)^2/u^3\), which is never positive, so there is one root. It is \(u=0.4109\). The required separation is

\[
D=u+\frac1u=2.845.
\]

Since a Gaussian has full width \(\sqrt{8\ln2}\,\sigma\), two maxima require

\[
|\Delta|>1.208\,w. \tag{32}
\]

Combining this with (28) gives the minimum thickness

\[
L_{\min}=\frac{1.208\,K\lambda}{|\Delta|\cos\theta_0}. \tag{33}
\]

For a small distortion, insert (23) and use \(\lambda=2d_0\sin\theta_0\):

\[
L_{\min}\simeq
\frac{1.208K\,(2d_0\sin\theta_0)}{(8/3)|c|\sin\theta_0}
=0.80\,\frac{d_0}{|c|}. \tag{34}
\]

The wavelength cancels. If finite grain thickness is the only source of broadening, changing the wavelength moves and rescales the pattern but does not make the two 111 components more separable. The limit is the number of planes over which their different spacings can accumulate a phase difference.

The second-order reflection 222 has the same relative splitting and multiplicities but half the spacing. Under the same conditions, (34) then requires half the grain thickness. This advantage presupposes a measurable 222 intensity and the same ideal weights. In the fluorite example below, with atomic numbers as scattering strengths, 222 has about a tenth of the intensity of 111, and oxygen displacements change its weights. It does not apply to broadening by a spread of spacings, which grows with \(\tan\theta\) just as the splitting does.

### A hafnia-zirconia example

Take \(a=0.51\) nm, a rough value for a fluorite-like hafnia-zirconia cell, grains of thickness 10 nm, and X-rays of wavelength 0.154 nm. Let the model angle be \(\alpha=89.5^\circ\), so \(c=0.008727\). The cubic spacing is \(d_0=0.51/\sqrt3=0.29445\) nm. Equations (10) and (11) give

\[
\begin{aligned}
d_{111}&=0.51\sqrt{\frac{1.017454}{3}}=0.29701\ \text{nm},\\
d_{11\bar1}&=0.51\sqrt{\frac{0.991273\times1.017454}{3.043635}}
=0.29358\ \text{nm}.
\end{aligned} \tag{35}
\]

Their ratio is 1.01167, close to the first-order value \(1+4c/3=1.01164\). As a use of (20), \(r^2=1.02348\) gives \(c=3(0.02348)/8.07043=0.00873\), which returns \(89.5^\circ\). The 200 spacing falls by a relative amount of only \(7.55\times10^{-5}\) at fixed \(a\).

Bragg's law places the weak component at \(2\theta=30.05^\circ\) and the strong one at \(30.41^\circ\). The separation is \(0.359^\circ\). For comparison, the cubic line is at \(30.32^\circ\), and (23) gives

\[
\Delta\simeq\frac83(0.008727)\tan(15.16^\circ)
=0.00630\ \text{rad}=0.361^\circ. \tag{36}
\]

The single 200 line is at \(35.15^\circ\).

For 10 nm grains, (28) gives a 111 component width

\[
w=\frac{0.8859\times0.154}{10\cos(15.16^\circ)}
=0.01413\ \text{rad}=0.81^\circ. \tag{37}
\]

This is more than twice the separation, so the model profile has one maximum. Its full width is \(0.89^\circ\), about 10% above that of one component. The 200 width is \(0.82^\circ\). The distortion survives in the profile as a modest excess width of 111, not as a visible pair. The size of the excess depends on grain shape. Spherical grains of diameter 10 nm give broader components and an excess of only about 6%, and they need a diameter of about 32 nm for two maxima. Shape can also make \(K\) depend on the reflection: for grains shaped as cubes with faces on the cell faces, \(K\) is 0.856 at 111 and 0.886 at 200. The 200 width is therefore only an approximate reference for the 111 width.

Equation (33) gives

\[
L_{\min}=10\ \text{nm}\times
\frac{1.208\times0.810}{0.3591}=27\ \text{nm}. \tag{38}
\]

A direct search for a second maximum in the summed profile, with \(L\) varied from 10 to 100 nm, gave the same value. This is the threshold for noise-free Gaussian components with weights 1 and 3, and it depends somewhat on those choices. The plane-stack profile \((\sin X/X)^2\) of the same full width has weak side fringes at every thickness; counting only the two main maxima, it gives about \(1.13\,w\), or 25 to 26 nm, Lorentzian components give about \(1.1\,w\) and 25 nm, and Gaussians with a weight ratio of 0.39 give 26 nm. A convincing separation in a measurement needs more.

### Effects outside the ideal model

Several further effects act on this line. Their sizes below use rough inputs and are to be compared with the splitting of \(0.36^\circ\).

A wavelength doublet with a relative gap of 0.25% separates its two images by \(2\tan\theta_0\times0.0025\), or \(0.08^\circ\). This affects 200 as well as 111. A distribution of spacings with full relative width 0.30% contributes \(0.09^\circ\). If the component profile and the spread of spacings are both Gaussian, neither increases the line width by a comparable amount. For Gaussian profiles independent widths add in squares, and \(\sqrt{0.81^2+0.09^2}=0.815\), so this spread of spacings adds only about \(0.005^\circ\) to the width of a component, far less than the \(0.08^\circ\) excess just found. The doublet adds a similarly small amount. A Gaussian spread of spacings about four times wider would produce the whole excess. These small figures depend on the shapes: a Lorentzian spread of the same full width, \(0.09^\circ\), adds about \(0.05^\circ\) to a Gaussian component, more than half the excess, and the full \(0.09^\circ\) to a Lorentzian component. An inference from width alone must therefore account for the spread of spacings and its shape.

Heating by 100 K with an isotropic expansion of \(10^{-5}\) per K increases each spacing by 0.1% and moves 111 by \(-0.03^\circ\). If \(\alpha\) stays fixed, the relative splitting is unchanged. A temperature-dependent \(\alpha\) would change it through (19).

Film stress needs more care. Let an elastically isotropic film have equal in-plane strains \(\varepsilon_\parallel\) and no stress along its normal. With in-plane stress \(\tau\), Young's modulus \(E\) and Poisson ratio \(\nu\), Hooke's law gives \(\varepsilon_\parallel=(1-\nu)\tau/E\) and a normal strain \(\varepsilon_\perp=-2\nu\tau/E\). Hence

\[
\varepsilon_\perp=-\frac{2\nu}{1-\nu}\varepsilon_\parallel. \tag{39}
\]

For \(\nu=0.30\) and a tensile in-plane strain of 0.50%, \(\varepsilon_\perp=-0.43\%\). When the measured plane normals lie along the film normal, 111 moves by \(+0.13^\circ\). Both 111 components then receive the same relative strain, so this shift does not split them.

The situation changes if different normals are compared at different tilts. Consider an initially cubic grain with its \([111]\) axis along the film normal. The \(11\bar1\) normal makes an angle whose cosine is \(1/3\) with that axis. Its strain is \(\varepsilon_\perp/9+8\varepsilon_\parallel/9\). The strain difference between the two kinds of normal is therefore

\[
\varepsilon_{111}-\varepsilon_{11\bar1}
=\frac89(\varepsilon_\perp-\varepsilon_\parallel)
=\frac89(-0.43\%-0.50\%)
\simeq-0.83\%. \tag{40}
\]

This value uses the isotropic normal strain of (39). A single cubic grain is elastically anisotropic: with rough constants for cubic stabilized zirconia, \(C_{11}=401\), \(C_{12}=96\) and \(C_{44}=56\) GPa, a \([111]\) grain has \(\varepsilon_\perp=-0.59\%\) and the difference is about \(-0.97\%\). The model distortion gives \(4c/3=+1.16\%\). Film stress can thus imitate a rhombohedral distortion of comparable size. Tension imitates \(\alpha>90^\circ\), and compression imitates \(\alpha<90^\circ\). Tilted measurements can establish the deformed metric, but without a separate stress analysis they do not establish an intrinsic rhombohedral phase.

The anisotropy also matters when all normals lie along the film normal. With the same constants and the same in-plane strain in every grain, both 111 components have \(\varepsilon_\perp=-0.59\%\) and move by \(+0.18^\circ\) instead of \(+0.13^\circ\), while a \([100]\) grain has \(\varepsilon_\perp=-2(C_{12}/C_{11})\varepsilon_\parallel=-0.24\%\). Stress alone then changes the ratio of the 111 and 200 spacings by \(-0.35\%\), comparable to the change \(-c/3=-0.29\%\) of the strong component.

### Atomic displacements and intensity

The ratio \(1/3\) also assumes equal structure factors. A fluorite cell has metal atoms at the corner and face centres, and two oxygen sublattices displaced from these sites by \((1/4,1/4,1/4)\) and \((3/4,3/4,3/4)\). Let the first oxygen sublattice move by \((s,s,s)\) in cell coordinates, which preserves the threefold axis. If all indices are odd, the four face-centring translations scatter in phase, and

\[
F=4\left[f_M+f_O\left(i^n e^{2\pi i ns}+i^{3n}\right)\right], \tag{41}
\]

where \(f_M\) and \(f_O\) are the metal and oxygen scattering strengths. For odd \(n\), \(i^{3n}=-i^n\), so

\[
F=4\left[f_M+f_O i^n\left(e^{2\pi i ns}-1\right)\right]. \tag{42}
\]

If both oxygen sublattices move together, both terms in (41) acquire the same phase and still cancel. Such a shift does not alter these 111 intensities, even though it separates the metal and oxygen sublattices. It does alter 222, where the two oxygen terms add: with the strengths used below, a common shift of 0.020 makes \(|F_{222}|^2/|F_{22\bar2}|^2=1.26\). If only one moves, the effect depends on \(n\), which is \(\pm3\) for the twofold set and \(\pm1\) for the sixfold set.

As an estimate, use atomic numbers as scattering strengths: 56 for an equal hafnium-zirconium average and 8 for oxygen. This neglects the reduction of atomic scattering with angle, and resonant scattering. A shift \(s=0.020\) is a displacement of about 0.018 nm. For \(n=3\), the phase is \(6\pi s=0.377\), and (42) gives

\[
\frac{|F_{111}|^2}{16f_M^2}
=\frac{(56+8\sin0.377)^2+[8(1-\cos0.377)]^2}{56^2}
=1.108. \tag{43}
\]

For \(n=1\), the factor \(i\) has the opposite sign from \(i^3\), so the main oxygen contribution is subtracted; the corresponding value is 0.965. With the angular-factor ratio 1.026, equation (24) becomes

\[
\frac{I_{111}}{I_{11\bar1}}
=\frac13\times1.026\times\frac{1.108}{0.965}
\simeq0.39. \tag{44}
\]

This is about 18% above the ideal ratio, while the multiplicities remain two and six. Reversing the sign of \(s\) for the same sublattice reverses the leading oxygen contribution to both structure factors. Only the difference of the two oxygen shifts matters to leading order. Opposite shifts of \(+0.010\) and \(-0.010\), which keep the inversion centre, give a structure-factor ratio of 1.151, against 1.149 above, so a departure from \(1/3\) is not evidence of polarity. Equation (41) also assumes that the face centring survives. The threefold axis allows displacements that break it; metal displacements of this kind, of size 0.020 in each cell coordinate, changed the ratio by \(-2\%\) and \(+4\%\) in two trial patterns.

### Relation to real capacitor films

The chosen grain thickness of 10 nm represents a thin capacitor layer whose grains extend through its full thickness. The angle of \(89.5^\circ\) is a model choice, not a value assigned to a particular film. Ferroelectricity in hafnia-zirconia can also come from a polar orthorhombic phase, so it does not by itself imply a rhombohedral cell. A film can also break the assumption of random orientation. Suppose every grain has one of its 111-family normals along the measured direction, and a fraction \(q\) has its threefold axis there. With equal scattering factors the intensity ratio is \(q/(1-q)\). Four equally likely axes give \(q=1/4\) and recover \(1/3\), but complete alignment gives \(q=1\) and removes the sixfold component from that scan. A single 111 maximum is then compatible with a rhombohedral cell even when the grains are large. Conversely, overlapping lines from several hafnia phases can broaden or divide a maximum without a rhombohedral distortion. The position of 200, tilted measurements and further reflections are needed to separate these cases, and in a stressed film the position of 200 relative to 111 must first be corrected for elastic anisotropy.

The full set of computed values is given in the numerical output below.

## Values computed for the example and the checks

```
edge a = 0.510 nm
angle alpha = 89.50 deg
c = cos(alpha) = 0.008727
wavelength = 0.1540 nm
grain thickness = 10.0 nm
111 multiplicities, large d first = [2, 6]
200 multiplicities = [6]
families checked for the h00 rule = 34
obtuse cell, 111, large d first = [6, 2]
tetragonal cell: 111 [8], 200 [2, 4]
cubic d(111) = 0.294449 nm
d(111) = 0.297007 nm
d(11-1) = 0.293581 nm
cubic d(200) = 0.255000 nm
d(200) = 0.254981 nm
relative decrease of d(200) = 7.550e-05
ratio r = 1.011670
first-order ratio 1+4c/3 = 1.011635
alpha recovered from r = 89.5000 deg
cubic 2theta(111) = 30.319 deg
2theta(111) = 30.051 deg
2theta(11-1) = 30.411 deg
2theta(200) = 35.154 deg
111 splitting in 2theta = 0.3591 deg
first-order splitting = 0.3612 deg
random-powder count ratio 6-fold/2-fold = 3.010
half-height phase x = 1.39156 rad
width constant K = 0.8859
size width at 111 = 0.810 deg
size width at 200 = 0.820 deg
merged 111 width = 0.890 deg
maxima of 111 at this grain size = 1
threshold root u = 0.4109
needed separation = 2.845 std deviations
needed separation = 1.208 full widths
grain needed for two maxima = 27.2 nm
same from profile scan = 27.2 nm
doublet: 0.25 % gives 0.078 deg
microstrain: 0.30 % gives 0.093 deg
in-plane film strain = 0.50 %
Poisson ratio = 0.30
normal film strain = -0.429 %
111 shift by film strain = 0.134 deg
thermal expansion = 1.0e-05 per K
heating = 100 K
111 shift by heating = -0.031 deg
angular factor ratio 111/(11-1) = 1.0258
strengths: metal 56, oxygen 8 electrons
oxygen shift s = 0.020 (cell coordinate)
oxygen displacement = 0.0178 nm
relative |F|^2 of 111 = 1.1080
relative |F|^2 of 11-1 = 0.9645
ideal intensity ratio 2-fold/6-fold = 0.3333
corrected intensity ratio = 0.3928
```
